# Angular Momentum Traces and Their Use in High-Temperature Expansions: a numerical check

```python
"""Traces of angular momentum matrices on one multiplet (hbar = 1).

Result under test, with n = 2j+1 and X = j(j+1):
  Tr Jz^2      = n X / 3
  Tr Jz^4      = n X (3X - 1) / 15
  Tr Jx^2 Jy^2 = n X (2X + 1) / 30
and their use in high-temperature series for
  a field       H = -b Jz                      (mean of Jz)
  an anisotropy H = D Jz^2 + E (Jx^2 - Jy^2)   (heat capacity).
Matrices are built from ladder elements; energies are in eV.
"""
import numpy as np
from scipy.linalg import expm


def spin_matrices(j):
    """Jx, Jy, Jz in the basis m = j, j-1, ..., -j."""
    m = j - np.arange(int(round(2 * j)) + 1)
    raising = np.diag(np.sqrt(j * (j + 1) - m[1:] * (m[1:] + 1)), 1)
    lowering = raising.T
    jx = (raising + lowering) / 2
    jy = (raising - lowering) / 2j
    return jx.astype(complex), jy, np.diag(m).astype(complex)


def trace(*factors):
    product = factors[0]
    for factor in factors[1:]:
        product = product @ factor
    return np.trace(product)


def formulas(j):
    n, X = 2 * j + 1, j * (j + 1)
    return n * X / 3, n * X * (3 * X - 1) / 15, n * X * (2 * X + 1) / 30


def variance_formula(j, D, E):
    X = j * (j + 1)
    return X * (4 * X - 3) * (D**2 + 3 * E**2) / 45


def anisotropy(j, D, E):
    jx, jy, jz = spin_matrices(j)
    return D * jz @ jz + E * (jx @ jx - jy @ jy)


def close(a, b):
    return abs(a - b) <= 1e-11 * max(1.0, abs(b))


# Matrix traces against the formulas, for integer and half-integer j
for twice_j in range(0, 17):
    j = twice_j / 2
    jx, jy, jz = spin_matrices(j)
    X = j * (j + 1)
    assert np.allclose(jx @ jy - jy @ jx, 1j * jz, atol=1e-11)
    assert np.allclose(jx @ jx + jy @ jy + jz @ jz,
                       X * np.eye(twice_j + 1), atol=1e-11)
    t2, t4, t22 = formulas(j)
    assert close(trace(jz, jz), t2)
    assert close(trace(jz, jz, jz, jz), t4)
    assert close(trace(jx, jx, jy, jy), t22)
    # Rotations that exchange the axes
    turn_z = expm(-0.5j * np.pi * jz)
    turn_y = expm(-0.5j * np.pi * jy)
    assert np.allclose(turn_z @ jx @ turn_z.conj().T, jy, atol=1e-10)
    assert np.allclose(turn_z @ jy @ turn_z.conj().T, -jx, atol=1e-10)
    assert np.allclose(turn_y @ jz @ turn_y.conj().T, jx, atol=1e-10)
    assert close(trace(jz, jz, jx, jx), trace(jz, jz, jy, jy))
    # Operator order
    assert close(trace(jx, jz, jy), -0.5j * t2)
    assert close(trace(jx, jy, jx, jy), t22 - t2 / 2)
    # Infinite-temperature variance of the anisotropy energy
    levels = np.linalg.eigvalsh(anisotropy(j, 0.7, 0.2))
    assert close(np.mean(levels), 0.7 * X / 3)
    assert close(np.var(levels), variance_formula(j, 0.7, 0.2))


def mean_jz(j, x):
    """Boltzmann mean of Jz for H = -b Jz, x = b/kT."""
    m = np.diag(spin_matrices(j)[2]).real
    weights = np.exp(x * m)
    return np.sum(m * weights) / np.sum(weights)


def mean_jz_terms(j, x):
    X = j * (j + 1)
    return X * x / 3, -X * (2 * X + 1) * x**3 / 90


def heat_capacity(levels, kT):
    """C/k from the thermal energy variance."""
    weights = np.exp(-(levels - levels.min()) / kT)
    weights /= weights.sum()
    mean = np.sum(weights * levels)
    return np.sum(weights * (levels - mean)**2) / kT**2


# Worked example: round model parameters
j, kT, b, D, E = 2.5, 0.01, 0.002, 2.0e-4, 3.0e-5
X = j * (j + 1)
x = b / kT

# Remainder of the two-term field series must fall as x^5
rest = [mean_jz(j, y) - sum(mean_jz_terms(j, y)) for y in (x, x / 2)]
field_ratio = rest[0] / rest[1]
assert 30 < field_ratio < 33

# Relative error of the leading heat capacity must fall as 1/kT
levels = np.linalg.eigvalsh(anisotropy(j, D, E))
kappa2 = variance_formula(j, D, E)
errors = [heat_capacity(levels, t) * t**2 / kappa2 - 1
          for t in (8 * kT, 16 * kT)]
heat_ratio = errors[0] / errors[1]
assert abs(heat_ratio - 2) < 0.05

print("Traces from matrices (dimensionless, hbar = 1)")
print("  j    Tr Jz^2   Tr Jz^4   Tr Jx2Jy2  Tr JxJyJxJy")
for spin in (0.5, 1.0, 1.5, 2.0, 2.5):
    jx, jy, jz = spin_matrices(spin)
    row = [trace(jz, jz).real, trace(jz, jz, jz, jz).real,
           trace(jx, jx, jy, jy).real, trace(jx, jy, jx, jy).real]
    print(f" {spin:.1f}" + "".join(f"{value:11.4f}" for value in row))

t2, t4, t22 = formulas(j)
print(f"Example spin j = {j}, X = j(j+1) = {X:.4f}")
print(f"Formula Tr Jz^2 = {t2:.4f}")
print(f"Formula Tr Jz^4 = {t4:.4f}")
print(f"Formula Tr Jx^2 Jy^2 = {t22:.4f}")
print(f"X Tr Jz^2 = {X * t2:.4f}")
print(f"Ratio Tr Jx^2 Jy^2 / Tr Jz^4 = {t22 / t4:.4f}")

first, third = mean_jz_terms(j, x)
full = mean_jz(j, x)
print(f"Thermal energy kT = {kT:.4f} eV")
print(f"Field level spacing b = {b:.4f} eV, x = b/kT = {x:.3f}")
print(f"<Jz> linear term = {first:.6f}")
print(f"<Jz> cubic term = {third:.6f}")
print(f"<Jz> two-term series = {first + third:.6f}")
print(f"<Jz> full Boltzmann sum = {full:.6f}")
print(f"Relative error, one term = {100 * (first / full - 1):.3f} %")
print(f"Relative error, two terms = "
      f"{100 * ((first + third) / full - 1):.3f} %")
print(f"Remainder ratio on halving x = {field_ratio:.2f}")

leading = kappa2 / kT**2
exact = heat_capacity(levels, kT)
print(f"Anisotropy D = {D:.6f} eV, E = {E:.6f} eV")
print("Distinct levels (eV): "
      + ", ".join(f"{value:.7f}" for value in levels[::2]))
print(f"Mean energy D X/3 = {D * X / 3:.7f} eV")
print(f"Variance from levels = {np.var(levels):.5e} eV^2")
print(f"Variance from formula = {kappa2:.5e} eV^2")
print(f"  part from D = {variance_formula(j, D, 0):.5e} eV^2")
print(f"  part from E = {variance_formula(j, 0, E):.5e} eV^2")
print(f"C/k leading term = {leading:.6e}")
print(f"C/k from diagonalization = {exact:.6e}")
print(f"Relative error of leading term = "
      f"{100 * (leading / exact - 1):.3f} %")
print(f"Error ratio on halving 1/kT (from kT = {8 * kT:.2f} eV) = "
      f"{heat_ratio:.3f}")
print("all good")
```

Running it gives:

```
Traces from matrices (dimensionless, hbar = 1)
  j    Tr Jz^2   Tr Jz^4   Tr Jx2Jy2  Tr JxJyJxJy
 0.5     0.5000     0.1250     0.1250    -0.1250
 1.0     2.0000     2.0000     1.0000     0.0000
 1.5     5.0000    10.2500     4.2500     1.7500
 2.0    10.0000    34.0000    13.0000     8.0000
 2.5    17.5000    88.3750    32.3750    23.6250
Example spin j = 2.5, X = j(j+1) = 8.7500
Formula Tr Jz^2 = 17.5000
Formula Tr Jz^4 = 88.3750
Formula Tr Jx^2 Jy^2 = 32.3750
X Tr Jz^2 = 153.1250
Ratio Tr Jx^2 Jy^2 / Tr Jz^4 = 0.3663
Thermal energy kT = 0.0100 eV
Field level spacing b = 0.0020 eV, x = b/kT = 0.200
<Jz> linear term = 0.583333
<Jz> cubic term = -0.014389
<Jz> two-term series = 0.568944
<Jz> full Boltzmann sum = 0.569421
Relative error, one term = 2.443 %
Relative error, two terms = -0.084 %
Remainder ratio on halving x = 31.17
Anisotropy D = 0.000200 eV, E = 0.000030 eV
Distinct levels (eV): 0.0000063, 0.0004862, 0.0012576
Mean energy D X/3 = 0.0005833 eV
Variance from levels = 2.65689e-07 eV^2
Variance from formula = 2.65689e-07 eV^2
  part from D = 2.48889e-07 eV^2
  part from E = 1.68000e-08 eV^2
C/k leading term = 2.656889e-03
C/k from diagonalization = 2.613920e-03
Relative error of leading term = 1.644 %
Error ratio on halving 1/kT (from kT = 0.08 eV) = 2.017
all good
```
